\section*{The four-detector ratio and the quadrupole frequency for spin 5/2}

\section{Problem}

A radioactive nucleus decays through an intermediate level of spin $I=5/2$ and mean life $\tau$, emitting one gamma ray on entering the level and a second on leaving it. The probes sit in a polycrystal whose grains point in random directions. Four detectors stand in a plane around the sample at $0^\circ$, $90^\circ$, $180^\circ$ and $270^\circ$, numbered 1 to 4. Detectors 1 and 2 register the first gamma (start), detectors 3 and 4 the second (stop). After subtraction of accidental coincidences, the expected number of counts in a time bin at delay $t$ is
\begin{equation}
N_{ij}(t)=N_0\,s_i\,e_j\,e^{-t/\tau}\,W(\theta_{ij},t),
\label{counts}
\end{equation}
where $s_i$ and $e_j$ are the start and stop efficiencies and $\theta_{ij}$ is the angle between the detectors. The angular correlation is
\begin{equation}
W(\theta,t)=1+A_{22}G_{22}(t)P_2(\cos\theta),\qquad P_2(x)=\tfrac12(3x^2-1).
\label{W}
\end{equation}
The anisotropy $A_{22}$ belongs to the two transitions and includes the reduction due to the finite size of the detectors. The perturbation factor $G_{22}(t)$, with $G_{22}(0)=1$, describes what the surroundings do to the nuclear spin during the delay. Here they supply a static, axially symmetric electric field gradient, and $G_{22}$ is a constant plus cosines of $\omega_0t$, $2\omega_0t$ and $3\omega_0t$.

Take $\nu_Q=eQV_{zz}/h=100$ MHz, $A_{22}=-0.15$ and $\tau=120$ ns. At $t=20$ ns the expected counts are
\[
N_{13}=76530.2,\quad N_{24}=40816.1,\quad N_{14}=50673.3,\quad N_{23}=60807.9 .
\]

(a) The spectra are to be combined in the ratio
\begin{equation}
R=\frac{2(W_{180}-W_{90})}{W_{180}+2W_{90}} .
\label{R}
\end{equation}
How must $W_{180}$ and $W_{90}$ be formed from the counts so that the lifetime and the efficiencies drop out, and what does $R$ then equal?

(b) Express $\omega_0$ through $\nu_Q$.

(c) Compare the measured $R$ at 20 ns with the prediction.

\section{A tempting solution, which is wrong}

Pairs 13 and 24 are at $180^\circ$, pairs 14 and 23 at $90^\circ$. Averaging each group seems to even out the detectors, since each of the four appears once in each group:
\[
W_{180}\to\frac{76530.2+40816.1}{2}=58673.2,\qquad
W_{90}\to\frac{50673.3+60807.9}{2}=55740.6 .
\]
The exponential is common to all terms and cancels, so that
\[
R=\frac{2(58673.2-55740.6)}{58673.2+2\times55740.6}=0.0345 .
\]
For the frequency, $\nu_Q$ is in megahertz, and a frequency becomes an angular frequency on multiplication by $2\pi$. This suggests $\omega_0=2\pi\nu_Q=628$ rad/$\mu$s and a phase $\omega_0t=12.57=4\pi$ at 20 ns. Every cosine is then 1, $G_{22}=1$, and the predicted anisotropy is $-0.15$. Measurement and prediction disagree even in sign.

\section{Where it fails}

There are two independent faults. The first is in the averaging. Write $a=A_{22}G_{22}(t)$. Since $P_2(-1)=1$ and $P_2(0)=-\tfrac12$,
\begin{equation}
W(180^\circ,t)=1+a,\qquad W(90^\circ,t)=1-\tfrac12a .
\label{twoangles}
\end{equation}
The two sums of counts are therefore
\begin{align*}
N_{13}+N_{24}&=N_0e^{-t/\tau}(s_1e_3+s_2e_4)(1+a),\\
N_{14}+N_{23}&=N_0e^{-t/\tau}(s_1e_4+s_2e_3)(1-\tfrac12a).
\end{align*}
The exponential does cancel in $R$, but the brackets with the efficiencies differ by
\[
s_1e_3+s_2e_4-s_1e_4-s_2e_3=(s_1-s_2)(e_3-e_4).
\]
This vanishes if the two start efficiencies are equal or the two stop efficiencies are equal, and not otherwise. The counts above belong to $s_1=1.00$, $s_2=0.80$, $e_3=0.90$, $e_4=0.60$, for which the brackets are 1.38 and 1.32. Their ratio is $\kappa=1.045$. Even an isotropic correlation, $a=0$, would then give
\begin{equation}
R=\frac{2(\kappa-1)}{\kappa+2}=0.030 .
\label{offset}
\end{equation}
Most of the value 0.0345 is this false anisotropy.

The second fault is in the frequency. The quantity $\nu_Q$ measures the strength of the coupling between the nuclear quadrupole moment and the field gradient. It is not the spacing of two levels divided by $h$. The frequencies in $G_{22}$ are level spacings, and these have to be worked out.

\section{The ratio done correctly}

Efficiencies enter the counts as factors, so the average should multiply. Take geometric means:
\begin{align}
\sqrt{N_{13}N_{24}}&=N_0e^{-t/\tau}\sqrt{s_1e_3s_2e_4}\;(1+a),\nonumber\\
\sqrt{N_{14}N_{23}}&=N_0e^{-t/\tau}\sqrt{s_1e_4s_2e_3}\;(1-\tfrac12a).
\label{geo}
\end{align}
The products under the two roots on the right contain the same four efficiencies. Both means thus carry one common factor $C(t)=N_0e^{-t/\tau}\sqrt{s_1s_2e_3e_4}$. Use them as $W_{180}$ and $W_{90}$ in Eq.~(\ref{R}). The numerator and denominator become
\begin{align*}
2(W_{180}-W_{90})&=2C\left(1+a-1+\tfrac12a\right)=3Ca,\\
W_{180}+2W_{90}&=C\left(1+a+2-a\right)=3C,
\end{align*}
and the quotient is
\begin{equation}
R(t)=a=A_{22}G_{22}(t).
\label{result}
\end{equation}
No expansion in small $a$ was made. The weights 1 and 2 in the denominator have a simple meaning: of three perpendicular axes, one lies along the first gamma and two lie across it, and $P_2$ summed over the three is $1-\frac12-\frac12=0$. The denominator is thus a measure of the total intensity, free of the anisotropy.

If every detector can serve both as start and as stop, there are 12 ordered pairs, four at $180^\circ$ and eight at $90^\circ$. In the product of the four opposite pairs each $s_i$ and each $e_j$ occurs once; in the product of the eight adjacent pairs each occurs twice. The fourth root of the first and the eighth root of the second again share one factor, $(\prod_i s_ie_i)^{1/4}$, and Eq.~(\ref{result}) holds unchanged.

The cancellation rests on one value of $A_{22}$ for all pairs and on efficiencies that factorize. Since $A_{22}$ contains the reduction due to detector size, detectors of unequal size or distance give each pair its own $a_{ij}$; $R$ is then the weighted mean $\frac13(a_{13}+a_{24})+\frac16(a_{14}+a_{23})$, and only to first order in the $a_{ij}$. If one pair has a loss of its own, for example because the electronics discards part of the coincidences between those two detectors only, the means differ by a factor $\kappa\neq1$ and an offset like Eq.~(\ref{offset}) returns. The lifetime, for its part, drops out of $R$ when the expected counts are inserted, but not out of the statistical uncertainty of a measured $R$. The counts fall as $e^{-t/\tau}$, so their relative statistical error grows as $e^{t/2\tau}$ as long as the subtracted accidental coincidences are few compared with the true ones. Once the accidental ones dominate, their scatter stays constant while the signal decays, and the relative error grows faster, as $e^{t/\tau}$.

\section{From the coupling constant to the frequency}

\subsection{The levels}

Put the $z$ axis along the symmetry axis of the field gradient. The potential of the external charges obeys Laplace's equation at the nucleus, so $V_{xx}=V_{yy}=-\frac12V_{zz}$, and its quadratic part is
\[
\Phi=\tfrac12\left(V_{zz}z^2-\tfrac12V_{zz}x^2-\tfrac12V_{zz}y^2\right)=\tfrac14V_{zz}(3z^2-r^2).
\]
The quadrupole moment is defined by the state $m=I$: $eQ$ is the integral of the nuclear charge density times $3z^2-r^2$ in that state. Its energy is therefore $\frac14eQV_{zz}=\frac14h\nu_Q$.

For the other states, note that $3z^2-r^2$ is the axial component of a tensor of rank 2. By the Wigner--Eckart theorem its matrix elements within one level of spin $I$ are proportional to those of $3I_z^2-I(I+1)$, with spins in units of $\hbar$. At $m=I$ this operator has the value $3I^2-I^2-I=I(2I-1)$. Fixing the constant there gives
\begin{equation}
E_m=\frac{h\nu_Q}{4I(2I-1)}\left[3m^2-I(I+1)\right].
\label{levels}
\end{equation}
For $I=5/2$ the prefactor is $h\nu_Q/40$ and $I(I+1)=35/4$. The bracket equals
\[
\tfrac{75-35}{4}=10,\qquad \tfrac{27-35}{4}=-2,\qquad \tfrac{3-35}{4}=-8
\]
for $|m|=5/2$, $3/2$ and $1/2$. At $\nu_Q=100$ MHz the energies divided by $h$ are 25, $-5$ and $-20$ MHz. As a test, the same pattern was obtained from angular integrals of $3\cos^2\vartheta-1$ for a single particle in a $d_{5/2}$ state.

The smallest spacing is between $|m|=3/2$ and $1/2$:
\begin{equation}
\omega_0=\frac{E_{3/2}-E_{1/2}}{\hbar}=\frac{2\pi}{h}\,\frac{6h\nu_Q}{40}=\frac{3\pi}{10}\,\nu_Q .
\label{omega}
\end{equation}
The spacing from $3/2$ to $5/2$ has $12$ in place of $6$ and gives $2\omega_0$; that from $1/2$ to $5/2$ has $18$ and gives $3\omega_0$. If $V_{zz}$ or $Q$ changes sign, the order of the levels is reversed and $|\nu_Q|$ stands in Eq.~(\ref{omega}).

With $\nu_Q=100$ MHz, $\omega_0=94.25$ rad/$\mu$s, or $\omega_0/2\pi=15$ MHz. The tempting value was too large by the factor $20/3$. The pattern repeats after $2\pi/\omega_0=66.7$ ns.

\subsection{Why these spacings appear in the correlation}

To predict $R$ one also needs the weights of the cosines. Observing the first gamma along the unit vector $\mathbf k_1$ leaves the sublevels unequally populated. The direction alone is observed, not the polarization, and parity is conserved in the emission, so reversing $\mathbf k_1$ changes nothing and only tensors of even rank occur. Neglecting rank 4, the density matrix is
\[
\rho(0)=\tfrac16\left[1+b_1T(\mathbf k_1)\right],\qquad
T(\mathbf k)\propto3(\mathbf I\cdot\mathbf k)^2-I(I+1),
\]
with $T$ normalized to $\mathrm{Tr}\,T^2=1$. The probability of the second gamma along $\mathbf k_2$ is likewise proportional to $\mathrm{Tr}\{\rho(t)[1+b_2T(\mathbf k_2)]\}$. Since $\mathrm{Tr}\,T=0$, the cross terms vanish, and with $U=e^{-iHt/\hbar}$ and $A_{22}=b_1b_2/6$
\begin{equation}
W=1+A_{22}\left\langle\mathrm{Tr}\left[T(\mathbf k_2)\,U\,T(\mathbf k_1)\,U^\dagger\right]\right\rangle ,
\label{trace}
\end{equation}
where the angle brackets average over the orientations of the grains.

In the frame of a grain, expand $T(\mathbf k)=\sum_qc_q(\mathbf k)T_q$ with $q=-2,\dots,2$. The $T_q$ raise $m$ by $q$ and satisfy $\mathrm{Tr}\,T_q^\dagger T_{q'}=\delta_{qq'}$, and $c_q=\sqrt{4\pi/5}\,Y_{2q}^*$. The average over grains can be done in two steps. First turn $\mathbf k_2$ about $\mathbf k_1$ at fixed angle $\theta$. Of a rank-2 harmonic this keeps the part symmetric about $\mathbf k_1$, which is $P_2(\cos\theta)$ times its value at $\mathbf k_1$. Then let $\mathbf k_1$ run over the sphere, where the harmonics are orthonormal:
\[
\langle c_{q'}^*(\mathbf k_2)\,c_q(\mathbf k_1)\rangle
=\frac{4\pi}{5}\,P_2(\cos\theta)\,\frac{\delta_{qq'}}{4\pi}
=\tfrac15P_2(\cos\theta)\,\delta_{qq'} .
\]
Because $T(\mathbf k_2)$ is Hermitian, it may be written $\sum_{q'}c_{q'}^*T_{q'}^\dagger$. Equation~(\ref{trace}) then takes the form of Eq.~(\ref{W}), with
\begin{equation}
G_{22}(t)=\frac15\sum_{q}\sum_m\left|\langle m+q|T_q|m\rangle\right|^2\cos\frac{(E_{m+q}-E_m)t}{\hbar}.
\label{G}
\end{equation}
The exponentials have combined to cosines because $q$ and $-q$ contribute equal squares with opposite energy differences. As the cosine is even, $G_{22}$ does not reveal the sign of $V_{zz}$.

\subsection{The weights}

The operator $T_0$ is diagonal, with no energy difference, and contributes the constant $\frac15$. The operator $T_1$ is proportional to $I_zI_++I_+I_z$, whose squared element from $m$ to $m+1$ is $(2m+1)^2[I(I+1)-m(m+1)]$. For $m=\frac32,\frac12,-\frac12,-\frac32,-\frac52$ this is
\[
16\times5=80,\quad 4\times8=32,\quad 0,\quad 32,\quad 80,
\]
with sum 224. The entries 80 connect $|m|=3/2$ and $5/2$ (frequency $2\omega_0$), the entries 32 connect $1/2$ and $3/2$ (frequency $\omega_0$). The shares are $160/224=5/7$ and $64/224=2/7$.

The operator $T_2$ is proportional to $I_+^2$. Its squared elements from $m=\frac12,-\frac12,-\frac32,-\frac52$ are
\[
8\times5=40,\quad 9\times8=72,\quad 8\times9=72,\quad 5\times8=40,
\]
again with sum 224. The entries 40 connect $1/2$ and $5/2$ (frequency $3\omega_0$, share $80/224=5/14$). The entries 72 connect $1/2$ and $3/2$ (frequency $\omega_0$, share $9/14$).

Each of $T_{\pm1}$ and $T_{\pm2}$ has weight $\frac15$, so each pair has $\frac25$. The weights are $\frac25(\frac27+\frac9{14})=\frac{13}{35}$ for $\omega_0$, $\frac25\cdot\frac57=\frac27$ for $2\omega_0$ and $\frac25\cdot\frac5{14}=\frac17$ for $3\omega_0$:
\begin{equation}
G_{22}(t)=\tfrac15+\tfrac{13}{35}\cos\omega_0t+\tfrac27\cos2\omega_0t+\tfrac17\cos3\omega_0t .
\label{G52}
\end{equation}
They add up to 1, as $G_{22}(0)=1$ requires. The constant $\frac15$ is the alignment along the grain's own axis, which the field gradient leaves alone; in a polycrystal it survives at all delays. Equation~(\ref{G52}) was tested against a numerical average of Eq.~(\ref{trace}) over grain orientations.

\section{The numbers}

The geometric means of the given counts are
\[
\sqrt{N_{13}N_{24}}=55889.8,\qquad \sqrt{N_{14}N_{23}}=55509.8,
\]
and the ratio is
\[
R=\frac{2(55889.8-55509.8)}{55889.8+2\times55509.8}=\frac{760.0}{166909.4}=0.00455 .
\]
For the prediction, $\omega_0t=94.25\times0.020=1.885$ rad, which is $0.6\pi$. The three cosines are $-0.309017$, $-0.809017$ and $0.809017$, so
\[
G_{22}=0.200000-0.114778-0.231148+0.115574=-0.030352 ,
\]
and $A_{22}G_{22}=(-0.15)(-0.030352)=0.00455$. The two agree. The arithmetic means gave a value more than seven times as large.

The counts used here are expected values. Real counts scatter by about $\sqrt N$ if few accidental coincidences had to be subtracted. Near $W_{180}=W_{90}$, a relative change $\delta$ of their quotient changes $R$ by $\frac23\delta$. The four counts give $\delta=\frac12(\sum1/N_{ij})^{1/2}=0.0043$, hence an uncertainty of 0.003 in $R$. A single bin of this size would hardly separate $0.0046$ from zero; the frequency is found from the whole curve. The error of 0.030 from arithmetic averaging is ten times larger than this scatter, and more counting would not reduce it.

One period of the curve looks as follows.
\begin{center}
\begin{tabular}{rrrrr}
$t$ (ns) & $G_{22}$ & $W(180^\circ)$ & $W(90^\circ)$ & $R$\\
\hline
0.0 & 1.000 & 0.850 & 1.075 & $-0.150$\\
10.0 & 0.194 & 0.971 & 1.015 & $-0.029$\\
20.0 & $-0.030$ & 1.005 & 0.998 & 0.005\\
33.3 & $-0.029$ & 1.004 & 0.998 & 0.004\\
66.7 & 1.000 & 0.850 & 1.075 & $-0.150$
\end{tabular}
\end{center}
At $t=0$ the negative $A_{22}$ makes opposite coincidences the rarer ones. At half a period the cosines are $-1$, $1$, $-1$, and $G_{22}=(7-13+10-5)/35=-1/35$. After a full period all spins are back in their initial relation and the anisotropy returns in full. This complete return relies on static field gradients that are the same at all probes and on frequencies in whole-number ratios. Axial symmetry gives the ratios $1:2:3$; a nonaxial gradient in general spoils them, although special values such as $\eta=1$, where the levels are equally spaced, again give a periodic pattern.

\section{When the conditions are not met}

\textbf{Accidental coincidences.} Two unrelated gammas coincide at a rate proportional to the product of the single rates, hence to $s_ie_j$, and independent of $t$. If a background $N_0\beta s_ie_j$ is left in the data, each $W$ in Eq.~(\ref{geo}) is replaced by $W+\beta e^{t/\tau}$. The difference in $R$ is unchanged, the denominator grows from 3 to $3+3\beta e^{t/\tau}$, and
\[
R=\frac{A_{22}G_{22}(t)}{1+\beta e^{t/\tau}} .
\]
With $\beta=0.05$, the value at full return is $-0.138$ after one period and $-0.083$ after five, instead of $-0.150$. The lifetime has come back into the ratio, and its effect resembles a damping of the nuclear signal.

\textbf{Rank 4.} If the term $a_4P_4(\cos\theta)$ with $a_4=A_{44}G_{44}$ is not negligible, $P_4(-1)=1$ and $P_4(0)=\frac38$ add $2(1-\frac38)a_4=\frac54a_4$ to the numerator and $(1+\frac34)a_4=\frac74a_4$ to the denominator:
\[
R=\frac{3a+\frac54a_4}{3+\frac74a_4}=\frac{a+\frac5{12}a_4}{1+\frac7{12}a_4} .
\]
For $A_{44}=0.01$ the value at $t=0$ is $-0.145$, smaller in size by 3\% than $A_{22}$.

\textbf{Asymmetry.} Equation~(\ref{omega}) needs an axial field gradient. For an asymmetry $\eta=(V_{xx}-V_{yy})/V_{zz}=0.2$, diagonalizing the quadrupole Hamiltonian gives a lowest frequency of 98.3 rad/$\mu$s, which is 4.3\% above $\omega_0$. Converting it with the axial formula would give $\nu_Q=104$ MHz instead of 100 MHz. The ratio $R=A_{22}G_{22}$ itself is untouched by $\eta$, since the cancellation used nothing about the form of $G_{22}$.

\textbf{Time resolution.} Equation~(\ref{counts}) assumes that delays are measured sharply compared with the shortest period in $G_{22}$, here $66.7/3=22$ ns. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
nu_Q = 100.0 MHz; A22 = -0.150; tau = 120.0 ns
N0 = 100000 counts per bin
start efficiencies s1, s2 = 1.00, 0.80
stop efficiencies e3, e4 = 0.90, 0.60
E/h for |m| = 5/2: 25.000 MHz
E/h for |m| = 3/2: -5.000 MHz
E/h for |m| = 1/2: -20.000 MHz
omega_0 = 94.2478 rad/us
omega_0/(2 pi) = 15.0000 MHz
period of G22 = 66.667 ns
example time t = 20.0 ns
decay factor exp(-t/tau) = 0.846482
phase omega_0 t = 1.88496 rad
N13 = 76530.2 counts (expected)
N14 = 50673.3 counts (expected)
N23 = 60807.9 counts (expected)
N24 = 40816.1 counts (expected)
geometric mean at 180 deg = 55889.8 counts
geometric mean at 90 deg = 55509.8 counts
R from the four counts = 0.004553
G22 from cosine formula = -0.030352
A22 G22 = 0.004553
R with arithmetic means = 0.034469
table: t (ns), G22, W(180 deg), W(90 deg), R
0.000  1.00000  0.85000  1.07500  -0.15000
10.000  0.19416  0.97088  1.01456  -0.02912
20.000  -0.03035  1.00455  0.99772  0.00455
33.333  -0.02857  1.00429  0.99786  0.00429
66.667  1.00000  0.85000  1.07500  -0.15000
background fraction beta = 0.050
R with background after 1 period(s), t = 66.67 ns: -0.13798
R with background after 5 period(s), t = 333.33 ns: -0.08314
R at t = 0 with A44 = 0.010: -0.14499
lowest frequency at eta = 0.2: 98.2751 rad/us
its ratio to omega_0 = 1.04273
\end{verbatim}
